# Solute Trapping by Continuous Growth in Laser Annealing, part 1

(Sections cited here and not found follow in the second part.)

## I. From atomic exchange to a partition law

A laser pulse melts the surface of a doped crystal, and the melt then solidifies from below. The dopant, species B, and the host, species A, generally have different preferences for solid and liquid. If the interface moves slowly, a dopant atom caught in a new crystal layer has time to return to the liquid. If it moves quickly, the next layer may cover the atom first. The problem is to turn this competition into a partition law.

Take a planar interface moving at speed \(v\) into the liquid. Solid and liquid have equal atomic densities, and atomic layers have spacing \(\lambda\). Let \(x_s\) be the atomic fraction of B in the buried solid and \(x_l\) that in the liquid next to the interface. The partition coefficient is \(k=x_s/x_l\), a ratio taken at the interface, not between the solid and the distant melt. One solid layer, the newest, exchanges atoms with the liquid; deeper solid is immobile. The speed, the interface temperature \(T\) and \(x_l\) are held steady while the local problem is solved.

### (a) The exchange reaction

**Problem.** A solute atom in the exchanging solid layer can swap with a solvent atom in the neighbouring liquid. The rate constant is \(\nu\), and the reverse swap has rate constant \(\kappa\nu\). Both phases are ideal solutions, and the liquid neighbour is B with probability \(x_l\), independently of the solid site. Find the equation for the probability \(p(t)\) that the solid site holds B, and determine \(\kappa\) from thermodynamics.

**Solution.** A B atom can leave if the site holds B and its liquid neighbour is A. Under the stated independence, this configuration has probability \(p(1-x_l)\). The opposite configuration has probability \((1-p)x_l\). Loss minus gain gives

\[
\frac{dp}{dt}=-\nu\left[p(1-x_l)-\kappa x_l(1-p)\right].
\]

The number \(\kappa\) is a ratio of rates, so it may exceed one.

To fix it, write the chemical potential of species \(i\) in phase \(\phi\) as \(\mu_i^\phi=\mu_i^{\phi,0}+k_BT\ln x_i^\phi\), where \(k_B\) is Boltzmann's constant. Define \(\Delta\mu_i=\mu_i^{S,0}-\mu_i^{L,0}\), solid minus liquid for the pure species. When B enters the solid and A leaves it, the free energy changes by

\[
\begin{aligned}
\Delta G&=\mu_B^S+\mu_A^L-\mu_B^L-\mu_A^S\\
&=\Delta\mu_B-\Delta\mu_A+k_BT\ln\frac{x_s(1-x_l)}{x_l(1-x_s)}.
\end{aligned}
\]

At exchange equilibrium \(\Delta G=0\), so

\[
\frac{x_s(1-x_l)}{x_l(1-x_s)}
=\exp\!\left[-\frac{\Delta\mu_B-\Delta\mu_A}{k_BT}\right].
\]

Detailed balance requires the forward and reverse rates to cancel in this state. With \(p=x_s\), cancellation means \(x_s(1-x_l)=\kappa x_l(1-x_s)\). Therefore

\[
\kappa=\exp\!\left[-\frac{\Delta\mu_B-\Delta\mu_A}{k_BT}\right].
\]

A positive exchange free energy \(\Delta\mu_B-\Delta\mu_A\) makes \(\kappa<1\): B prefers the liquid. Real dopants seldom form ideal solutions with their host. The exponent then also contains the excess (activity) terms of both phases, and \(\kappa\) cannot be obtained from the pure species alone; for a dilute dopant it is the equilibrium partition coefficient extended to the interface temperature.

Exchange equilibrium is one condition, whereas coexistence of the two phases requires two, because each species must separately have equal chemical potentials. Coexistence implies exchange equilibrium, but the reverse is not true. An undercooled interface can have balanced exchange and still have a driving force for crystallization. The \(\kappa\) that enters here belongs to the actual interface temperature.

### (b) A speed built from the exchange rate

**Problem.** Relate \(\nu\) to an interface diffusivity \(D_i\), defined by a walker that hops at rate \(\nu\) to each of two neighbouring layers. Use the result to define a speed with which \(v\) can be compared.

**Solution.** Let \(n\) be the layer number of the walker, which starts at \(n=0\). A hop changes \(n^2\) by \((n+1)^2-n^2=2n+1\) or by \((n-1)^2-n^2=-2n+1\). Each happens at rate \(\nu\), hence

\[
\frac{d\langle n^2\rangle}{dt}
=\nu\langle(2n+1)+(-2n+1)\rangle=2\nu.
\]

The mean displacement is zero by symmetry, so the variance in distance is \(2\nu\lambda^2t\). One-dimensional diffusion has variance \(2D_it\). Comparison gives

\[
D_i=\nu\lambda^2,\qquad
v_D\equiv\nu\lambda=\frac{D_i}{\lambda}.
\]

The speed \(v_D\) is called the diffusive speed. Its ratio to the growth speed is best read through rates. An interface moving at \(v\) adds layers at the mean rate \(g=v/\lambda\), so

\[
\beta\equiv\frac{v}{v_D}=\frac{g}{\nu}.
\]

Thus \(\beta\) compares burial with exchange. The diffusivity \(D_i\) expresses the rate of a crossing between solid and liquid; nothing in the derivation sets it equal to the diffusivity of the bulk liquid. The symmetric walker identifies the scale of \(\nu\), while the bias of the real crossing is carried by \(\kappa\).

### (c) The history of one site before burial

**Problem.** A newly crystallized site initially has the liquid composition. Find its mean occupation after it has been exposed for a time \(t\).

**Solution.** The initial condition is \(p(0)=x_l\): crystallization itself does not select between A and B, and all selection comes from the later exchange. Collect the terms in \(p\) in the rate equation:

\[
\begin{aligned}
\frac{dp}{dt}
&=-\nu\left[(1-x_l+\kappa x_l)p-\kappa x_l\right]\\
&=-\nu(ap-\kappa x_l),
\end{aligned}
\]

where

\[
a\equiv1-(1-\kappa)x_l.
\]

For \(0<x_l<1\) and \(\kappa>0\), \(a\) is positive. The stationary occupation follows by setting the derivative to zero:

\[
p_{\rm eq}=\frac{\kappa x_l}{a}.
\]

The difference \(q=p-p_{\rm eq}\) obeys \(dq/dt=-a\nu q\), because the constant terms cancel. Its solution is \(q(t)=q(0)e^{-a\nu t}\), and therefore

\[
p(t)=p_{\rm eq}+(x_l-p_{\rm eq})e^{-a\nu t}.
\]

For \(\kappa<1\), the site starts with too much B and loses some of it. For \(\kappa>1\), it starts with too little and gains. In dilute liquid \(a\) tends to one, and the relaxation rate tends to \(\nu\).

### (d) Random burial

**Problem.** In continuous growth, an exposed site has a constant probability per unit time \(g=v/\lambda\) of being buried, whatever its age or occupant. Find \(k(v)\), and show what flux balance it represents.

**Solution.** Let \(S(t)\) be the probability that the site is still exposed at time \(t\). Constant burial probability per unit time means \(dS/dt=-gS\), with \(S(0)=1\), so \(S=e^{-gt}\). The probability density of the residence time is \(-dS/dt=ge^{-gt}\), and its mean is \(1/g=\lambda/v\). The average of the relaxation factor is

\[
\int_0^\infty ge^{-gt}e^{-a\nu t}\,dt
=\frac{g}{g+a\nu}
=\frac{\beta}{a+\beta}.
\]

Insert this average into \(p(t)\) and divide by \(x_l\):

\[
\begin{aligned}
k&=\frac{\kappa}{a}
+\left(1-\frac{\kappa}{a}\right)\frac{\beta}{a+\beta}\\
&=\frac{\kappa(a+\beta)+(a-\kappa)\beta}{a(a+\beta)}
=\frac{a(\kappa+\beta)}{a(a+\beta)}.
\end{aligned}
\]

The terms \(\kappa\beta\) cancel in the numerator. The common factor \(a\) then cancels, leaving

\[
k(v)=\frac{\kappa+v/v_D}
{1+v/v_D-(1-\kappa)x_l}.
\]

For dilute solute, \(x_l\to0\), this becomes

\[
k(v)=\frac{\kappa+v/v_D}{1+v/v_D}.
\]

The flux form follows by multiplying \(k=(\kappa+\beta)/(a+\beta)\) by \(x_l(a+\beta)\):

\[
x_s(a+\beta)=x_l(\kappa+\beta).
\]

Move the terms in \(\beta\) to one side and use \(ax_s=x_s(1-x_l)+\kappa x_lx_s\):

\[
\beta(x_l-x_s)
=x_s(1-x_l)-\kappa x_l(1-x_s).
\]

Multiplication by \(v_D\) gives

\[
v(x_l-x_s)
=v_D\left[x_s(1-x_l)-\kappa x_l(1-x_s)\right].
\]

Multiplied by the atomic density, both sides are solute fluxes. The left side is the solute that the advancing crystal takes up as liquid but does not retain as solid. The right side is the net exchange flux that carries this excess back. When \(\kappa<1\) both sides are positive; when \(\kappa>1\) both are negative.

Here \(x_s\) serves both as the composition at burial and as the mean composition of the exchanging layer. Random burial makes these equal: since every exposed site has the same burial probability per unit time, the buried sites are an unbiased sample of the exposed ones.

The average was compared with numerical integration of the site's rate equation for \(\kappa=0.02\), 0.4 and 3, at several speeds and liquid compositions. It was also compared with a simulation of individual swaps at \(\kappa=0.02\) and \(x_l=0.2\). Both tests passed.

### (e) The two limits and the approach between them

**Problem.** Find the limits of \(k\) at fixed temperature and liquid composition. Is complete trapping reached at a finite speed? In which direction does \(k\) change with speed?

**Solution.** At zero speed, \(\beta=0\), and

\[
k(0)=\frac{\kappa}{a}
=\frac{\kappa}{1-(1-\kappa)x_l}.
\]

This is the exchange-equilibrium ratio at the same \(T\) and \(x_l\). It equals the ratio in the phase diagram when \(x_l\) lies on the liquidus at that temperature. It tends to \(\kappa\) as the liquid becomes dilute; at finite composition the two differ if \(\kappa\ne1\).

A free-energy minimization gives a check that does not use the exchange rates. For \(\kappa=0.02\) and \(\Delta\mu_A=-0.10\,k_BT\), the coexisting fractions are \(x_l=0.0971\) and \(x_s=0.00215\). Their ratio is 0.0221. The formula gives \(0.02/(1-0.98\times0.0971)=0.0221\), about ten per cent above \(\kappa\).

For the high-speed limit, first calculate

\[
a-\kappa=1-\kappa-(1-\kappa)x_l
=(1-\kappa)(1-x_l).
\]

The distance from complete trapping is then

\[
1-k=\frac{a-\kappa}{a+\beta}
=\frac{(1-\kappa)(1-x_l)}{a+\beta}.
\]

For \(\kappa\ne1\) and \(x_l<1\), this is nonzero at every finite speed. It vanishes as \(1/\beta\) when \(\beta\to\infty\). Complete trapping is therefore an asymptote in this model. A measured \(k\) that equals one within its error does not contradict the law, since a small remaining difference may be unresolved.

Differentiate at fixed \(T\) and \(x_l\):

\[
\frac{dk}{d\beta}
=\frac{(a+\beta)-(\kappa+\beta)}{(a+\beta)^2}
=\frac{(1-\kappa)(1-x_l)}{(a+\beta)^2}.
\]

Thus \(k\) rises towards one if \(\kappa<1\) and falls towards one if \(\kappa>1\). "Trapping" in the second case means retaining less B than exchange equilibrium would place in the solid.

The half-way point is also simple. Setting \(\beta=a\) gives

\[
k=\frac{\kappa+a}{2a}
=\frac12\left(\frac{\kappa}{a}+1\right),
\]

the mean of the two limits. The crossover speed is thus \(av_D\), which becomes \(v_D\) for dilute solute. For \(\kappa<1\), finite solute content lowers this speed, because fewer A atoms are available in the liquid to replace a departing B atom and relaxation is slower.

## II. Burial statistics, the melt ahead, and use of the law

The interface has speed \(v\), layer spacing \(\lambda\) and exchange rate \(\nu\). The diffusive speed is \(v_D=\nu\lambda=D_i/\lambda\), with \(D_i\) the interface diffusivity, and \(\beta=v/v_D\). The burial rate is \(g=v/\lambda\). The solute fractions are \(x_s\) in the buried solid and \(x_l\) in the adjacent liquid; \(\kappa\) is their exchange partition parameter at temperature \(T\). With \(a=1-(1-\kappa)x_l\), a site relaxes at rate \(a\nu\) from occupation \(x_l\) to \(\kappa x_l/a\). Random burial gives

\[
k=\frac{x_s}{x_l}=\frac{\kappa+\beta}{a+\beta},
\]

with \(a=1\) in the dilute limit.

### (f) Does the law depend on how sites are buried?

**Problem.** Keep the same exchange kinetics and the same mean speed, but let each site be buried after a fixed time \(\lambda/v\). Find the new partition law, and compare its two ends with those of random burial.

**Solution.** For any distribution of residence times \(\tau\) that is independent of the occupant, averaging the relaxation formula gives

\[
k=\frac{\kappa}{a}
+\left(1-\frac{\kappa}{a}\right)
\left\langle e^{-a\nu\tau}\right\rangle.
\]

For periodic burial, \(\nu\tau=\nu\lambda/v=1/\beta\), so

\[
k_{\rm per}=\frac{\kappa}{a}
+\left(1-\frac{\kappa}{a}\right)e^{-a/\beta}.
\]

The limits are unchanged: the exponential tends to zero at low speed and to one at high speed. The path between them is different. For \(\beta\ll a\), random burial gives

\[
k-\frac{\kappa}{a}
\simeq\left(1-\frac{\kappa}{a}\right)\frac{\beta}{a},
\]

which is linear in speed. The periodic law has an exponentially small change instead. With random burial, some sites are covered soon after they form even when the mean residence time is long. These early burials produce the linear term.

At high speed, expansion in \(a/\beta\) gives

\[
\begin{aligned}
1-\frac{\beta}{a+\beta}
&=\frac{a}{\beta}-\frac{a^2}{\beta^2}+\cdots,\\
1-e^{-a/\beta}
&=\frac{a}{\beta}-\frac{a^2}{2\beta^2}+\cdots.
\end{aligned}
\]

The leading departures from complete trapping agree. At that order the mean residence time matters, but not its distribution.

There is also an inequality. The function \(e^{-a\nu\tau}\) is convex in \(\tau\), so its average is no smaller than its value at the mean time. At a given mean speed, temperature and \(x_l\), periodic burial therefore gives the smallest \(k\) of all such distributions when \(\kappa<1\).

The exchange simulation shows the difference. For \(\beta=0.1\), \(\kappa=0.02\) and \(x_l=0.2\), random burial gives \(k=0.132\), whereas periodic burial gives 0.025. The equilibrium ratio at this liquid composition is also 0.025 to this precision. The interpolation law is thus a statement about growth statistics as well as about exchange.

Exchange and random burial together give a partition law that runs from exchange equilibrium at low speed towards complete trapping at high speed, and the path between these limits depends on how sites are buried. It remains to see what survives when the liquid is not independently mixed, what composition is finally left in the crystal, and how the law is used with numbers, measurements and a changing interface temperature.
